# Are the Vibrations of Amorphous Silicon Mostly Localised?

The manuscript under review argues as follows. Amorphous silicon has no lattice, so its vibrations, apart from the longest waves, have no definite wavevector. In a computed network of 1000 atoms a typical mode has a participation ratio near one half instead of one. The authors conclude that most modes are localised, and that heat must therefore pass by hopping between them.

I accept both premises for the sake of argument. The question is whether the conclusion follows, and if not, what calculation would decide the matter.

**What the participation ratio measures**

Let $\mathbf e_i$ be the displacement of atom $i$ in a mode normalised by $\sum_i|\mathbf e_i|^2=1$. All masses are equal. The participation number and ratio are

$$P=\frac{1}{\sum_i|\mathbf e_i|^4},\qquad p=\frac PN .$$

If $M$ atoms move equally and the rest are still, $|\mathbf e_i|^2=1/M$ on those atoms, and $P=1/(M\cdot M^{-2})=M$. Thus $P$ counts moving atoms. The manuscript takes $p=1$ as the mark of an extended mode, but two simple cases show that this is wrong.

The first is a standing wave with fixed polarisation, $|\mathbf e_i|^2\propto\cos^2\theta_i$, whose phases $\theta_i$ sample the cycle evenly. Since $\langle\cos^2\theta\rangle=1/2$ and $\langle\cos^4\theta\rangle=3/8$,

$$p=\frac{\langle\cos^2\theta\rangle^2}{\langle\cos^4\theta\rangle}=\frac{1/4}{3/8}=\frac23 .$$

The second is a field with no wavevector at all: each Cartesian component on each atom is an independent Gaussian number of variance $s^2$. Then $\langle|\mathbf e|^2\rangle=3s^2$. In $\langle|\mathbf e|^4\rangle$ the three terms $\langle e_\mu^4\rangle$ give $3s^4$ each, and the six ordered pairs $\langle e_\mu^2e_\nu^2\rangle$ give $s^4$ each, so the total is $15s^4$. For large $N$,

$$p=\frac{(3s^2)^2}{15s^4}=\frac35 .$$

Random fields on 1000 atoms give 0.601. Such a field fills the sample however large it is. Neither the lack of a wavevector nor $p<1$ therefore implies localisation.

**What localisation would do**

Suppose instead that a mode decays from a centre as $|\mathbf e|^2\propto e^{-2r/\xi}$, with localisation length $\xi$, in a solid of $n$ atoms per volume. If $\xi$ is large compared with the atomic spacing and small compared with the sample, sums become integrals. With $\int_0^\infty 4\pi r^2e^{-\kappa r}\,dr=8\pi/\kappa^3$,

$$\sum_i e^{-2r_i/\xi}\simeq n\pi\xi^3,\qquad
\sum_i e^{-4r_i/\xi}\simeq \frac{n\pi\xi^3}{8}.$$

The first sum supplies the normalisation, hence

$$P=\frac{(n\pi\xi^3)^2}{n\pi\xi^3/8}=8\pi n\xi^3 .$$

$N$ has dropped out. For a diamond lattice with bond length $d$, the cube edge is $4d/\sqrt3$ and holds eight atoms, so $n=0.6495\,d^{-3}$. At $\xi=4d$ the formula gives 1045 atoms, and a direct lattice sum gives 1039.

This result also shows why the manuscript's single cell cannot settle the question. Setting $P=500$ gives $\xi=[500/(8\pi\times0.6495)]^{1/3}d\approx3.1\,d$ in a sample much larger than $\xi$. A cell of 1000 atoms has an edge of only $11.5\,d$ and cuts off part of the tail, which lowers $P$, so a somewhat larger $\xi$ is needed there to reach 500: about $4.0\,d$ if the tail is cut at the cell faces, about $3.3\,d$ if the intensities of the periodic images are added. A localised mode of that larger $\xi$ and an extended mode with $p=0.5$ have the same $P$ in this cell. They differ in how $P$ changes with cell size, which is measured by

$$\tau=\frac{d\ln P}{d\ln N}.$$

Extended modes with constant $p$ have $\tau=1$; localised modes in cells much larger than $\xi$ have $\tau=0$. The comparison must be made between corresponding modes. I rank the modes from the highest frequency down and compare equal fractions of the spectrum.

**A model on which the claim can fail**

The network is fourfold coordinated, with Keating forces. If $\mathbf R_a$ are the bond vectors leaving an atom, the energy is

$$E=\frac{3\alpha}{8d^2}\sum_{\rm bonds}(R^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\left(\mathbf R_a\cdot\mathbf R_b+\frac{d^2}{3}\right)^2 .$$

I set $d=\alpha=m=1$ and $\beta=0.3$, so frequencies are in units of $\sqrt{\alpha/m}$. The squared frequencies are the eigenvalues of the second-derivative matrix of $E$ at a relaxed configuration.

The crystal fixes the frequency scale. Shift one sublattice by $\mathbf u$ against the other. To leading order a bond with unit vector $\mathbf n$ changes $R^2$ by $2\mathbf n\cdot\mathbf u$, up to a sign that squaring removes. The four bonds of a primitive cell satisfy $\sum(\mathbf n\cdot\mathbf u)^2=4u^2/3$, so stretching costs $\frac{3\alpha}{8}\cdot4\cdot\frac43u^2=2\alpha u^2$. Each angle term changes by $(\mathbf R_a+\mathbf R_b)\cdot\mathbf u$. The six sums $\mathbf R_a+\mathbf R_b$ at an atom have length $2/\sqrt3$ and point along the positive and negative cube axes. Their squared projections add to $8u^2/3$, which costs $\beta u^2$ per atom and $2\beta u^2$ per cell. The reduced mass is $m/2$, so

$$\frac12\,\frac m2\,\omega^2u^2=2(\alpha+\beta)u^2
\quad\Rightarrow\quad \omega^2=\frac{8(\alpha+\beta)}m .$$

This gives $\omega^2=10.4$ and $\omega=3.225$, and the crystal's second-derivative matrix has the eigenvalue 10.4.

Disorder is introduced by bond switches: in a chain $A$–$B$–$C$–$D$, bonds $AB$ and $CD$ are replaced by $AC$ and $BD$. Every atom keeps four neighbours. The bond $BC$ and the atom $A$ are drawn at random, and $D$ is the neighbour of $C$ for which $BA$ and $CD$ point most nearly in opposite directions. A switch is rejected if it would create a ring of three or four atoms or a new bond longer than $2d$ before relaxation. These rules limit the strain and so affect the top of the spectrum. After 0.2 such switches per atom and relaxation at the crystal's density, the 1000-atom network has an rms bond-length spread of $0.053\,d$ and an rms angle spread of $15.4^\circ$. The calculation uses six samples of 216 atoms, two of 512 and one of 1000.

**Finite-size result**

The table gives geometric means of $P$. The exponent is a straight-line fit of $\ln P$ against $\ln N$ through the three sizes.

| Rank from top | $P$, 216 | $P$, 512 | $P$, 1000 | $\tau$ |
|---|---:|---:|---:|---:|
| 0–1 % | 7.2 | 5.6 | 8.1 | 0.06 |
| 1–2 % | 13.5 | 18.3 | 25.0 | 0.40 |
| 2–3 % | 18.3 | 33.8 | 42.4 | 0.56 |
| 4–5 % | 37.4 | 65.9 | 113 | 0.72 |
| 9–10 % | 59.8 | 131 | 260 | 0.96 |
| 50–75 % | 119 | 275 | 527 | 0.97 |

The end points of the last row show the arithmetic: $\ln(527/119)/\ln(1000/216)=1.49/1.53=0.97$. For the top one percent, $P$ stays between about six and eight atoms while the cell grows by a factor of 4.6. The formula for $P$ would assign these modes $\xi\approx0.8\,d$. That is below a bond length, where the integral approximation has no standing, so the number says only that the mode sits on a few atoms.

Taking $\tau<1/2$ as the working criterion, 2 % of the modes count as localised, all at the top of the spectrum. The criterion is a convention: $\tau<1/3$ gives 1 % and $\tau<2/3$ gives 4 %. Sampling adds further uncertainty. At ranks 2–3 % the exponent falls from 0.71 between the two smaller sizes to 0.34 between the two larger, while at 3–4 % it rises from 0.56 to 0.80. With one sample at the largest size, these data support "a few percent" and no sharper boundary.

The choice of axis also matters. In the largest network the 2 % boundary lies at $\omega=3.80$ and the highest frequency is 4.35. The localised tail thus covers about 13 % of the frequency range while containing 2 % of the modes. A plot of $p$ against frequency makes the tail look more important than a count does.

Between ranks 25 and 95 % the mean exponent is 0.97, and $p$ in the 1000-atom cell is 0.50. This is the value the manuscript reads as localisation. The value $3/5$ assumed equal Gaussian variances on all atoms and in all directions. If the variance $s_i^2$ is the same in all directions but differs from atom to atom, the earlier average becomes

$$p=\frac35\,\frac{\langle s^2\rangle^2}{\langle s^4\rangle}.$$

Unequal intensities therefore lower $p$. So does a preferred direction of motion: if each atom moves along one line only, with the same Gaussian variance $s^2$, then $\langle|\mathbf e|^2\rangle=s^2$, $\langle|\mathbf e|^4\rangle=3s^4$ and $p=1/3$. Either effect can bring an extended mode below $3/5$. Their shares in the deficit found here were not determined.

**Two checks that do not use participation**

The first uses only eigenvalues. For successive gaps $a$ and $b$, define $r=\min(a,b)/\max(a,b)$. Localised modes far apart hardly interact, so their levels should be nearly uncorrelated. The gaps are then independent exponential variables, $b/a=x$ has density $(1+x)^{-2}$, and folding $x$ and $1/x$ together gives density $2(1+r)^{-2}$ on $0<r<1$. Hence

$$\langle r\rangle=\int_0^1\frac{2r\,dr}{(1+r)^2}=2\left[\ln(1+r)+\frac1{1+r}\right]_0^1=2\ln2-1=0.386 .$$

Modes that overlap throughout the sample repel in frequency. The comparison model is a real symmetric $3\times3$ Gaussian random matrix. Its eigenvalue density is proportional to $\prod_{i<j}|\lambda_i-\lambda_j|\,e^{-\sum\lambda_i^2/2}$. Integrating out the mean eigenvalue leaves $ab(a+b)e^{-(a^2+ab+b^2)/3}$ for the gaps. Put $b=ra$, $db=a\,dr$ and integrate over $a$. With $Q=1+r+r^2$, the density of $r$ is proportional to $(r+r^2)Q^{-5/2}$; exchange of $a$ and $b$ only doubles it.

To find the mean, write $u=r+\frac12$, so that $Q=u^2+\frac34$ and $r+r^2=Q-1$. The normalisation integral is

$$I_0=\int_{1/2}^{3/2}\left(Q^{-3/2}-Q^{-5/2}\right)du
=\frac{18\sqrt3-18}{27}-\frac{18\sqrt3-22}{27}=\frac4{27},$$

where the antiderivatives are $\frac{4u}{3}Q^{-1/2}$ and $\frac{4u}{9}Q^{-3/2}+\frac{32u}{27}Q^{-1/2}$. Since $r=u-\frac12$ and $Q$ runs from 1 to 3,

$$\langle r\rangle=\frac1{I_0}\left[-Q^{-1/2}+\frac13Q^{-3/2}\right]_{Q=1}^{3}-\frac12
=\frac{27}{4}\left(\frac23-\frac8{9\sqrt3}\right)-\frac12=4-2\sqrt3=0.536 .$$

The 1000-atom network gives 0.535 for ranks 25–95 %. This agrees with the random-matrix value and is far from 0.386.

The second check changes the boundary condition in one direction from periodic to antiperiodic, so that displacements change sign on crossing the cell. The surface where the sign changes can be moved by reversing the displacement coordinates of all atoms in a slab, which leaves the eigenvalues unchanged. For a localised mode it can be placed half a cell edge $L$ away from the centre. There the amplitude is of order $e^{-L/(2\xi)}$, and the first-order eigenvalue shift, quadratic in amplitude, is of order $e^{-L/\xi}$. A plane wave, by contrast, has its allowed wavevectors moved by $\pi/L$, half their spacing.

In a 512-atom network the median shift, in units of the local level spacing, is 0.001 for the top 1 % and 0.67 for ranks 25–95 %. The bulk modes sense the far side of the cell and the top modes scarcely do.

**How far the conclusion reaches**

All these results concern finite cells; the largest has an edge of $11.5\,d$. The limit $\tau=0$ requires cells much larger than $\xi$. A localised mode whose $\xi$ is a sizeable fraction of the cell edge can therefore have $\tau>1/2$ and be counted as extended, so the localised share given above may be too small. For the exponential envelope on cells of 216, 512 and 1000 atoms, $\tau$ passes $1/2$ already at $\xi\approx3\,d$. The envelope that gives $P=500$ has $\tau=0.6$ to $0.7$, and about $0.9$ if the random-field factor $3/5$ is included. The bulk value $0.97$ is reached at $\xi\approx12\,d$ when the tail is cut at the cell faces and at $\xi\approx6\,d$ when periodic images are added. The exponent therefore excludes only localisation lengths below roughly half to one cell edge, and the level and boundary checks are limited by the cell size in the same way. There is also a slight downward drift: at ranks 50–75 %, $p$ falls from 0.550 to 0.538 to 0.527 as the cell grows. The calculation establishes that these modes spread across every cell studied. Extending this to a macroscopic sample is an extrapolation.

A second objection is that the network still remembers the crystal. Its mean (111) Bragg intensity is 27 % of the crystal's, so it is only partly amorphous. With 0.4 switches per atom the intensity falls to 8 % in a 512-atom network, although uncorrelated positions would give about 0.4 %. The angle spread rises to $20.9^\circ$. Comparing 216 and 512 atoms, the mean exponent at ranks 25–95 % is still 0.96. One bin of width 5 % falls below $\tau=1/2$, so this coarser analysis cannot resolve a smaller localised share. The majority with $\tau$ near one survives a large loss of crystalline order, but a network with no memory was not reached.

For real amorphous silicon, $\beta/\alpha=0.3$ is a reasonable ratio, but an angle spread of $15^\circ$ is large; well-relaxed model networks have spreads nearer $10^\circ$. The absolute position of the boundary should not be transferred. In the Keating energy, the curvature of the stretching term at $R=1+\delta$ is $\frac{3\alpha}{8}(12R^2-4)\simeq3\alpha(1+3\delta)$, so stretched bonds become stiffer, whereas real covalent bonds soften. The boundary found here lies 18 % above the crystal's optical frequency, but this figure depends on holding the crystal's density, at which the networks are under tension and the mean bond is about 2 % long. Relaxing the volume of 512-atom networks to zero pressure shrinks the cell edge by about 5 % and lowers the frequency at the 2 % rank to about 9 % above the optical frequency. Real films also contain coordination defects, voids and often hydrogen, which can add localised modes. Their effect on the share was not calculated.

**Recommendation**

The claim that most modes are localised should be withdrawn. The authors should repeat their calculation at several cell sizes, with several samples of the largest, and report the localised share together with its criterion. The inference about heat must go too. An extended mode without a wavevector is not barred from taking part in energy diffusion within the harmonic approximation, so hopping is not required by the evidence offered. How much heat such modes carry is a separate calculation, which neither the manuscript nor this comment supplies. The main values used here are listed in the numerical output below.

## Computed results

```
alpha = 1.0, beta = 0.3, d = 1, m = 1 (natural units)
crystal optical frequency: 3.2249 sqrt(alpha/m)
random vector field, participation ratio: 0.6007
atomic density n: 0.6495 per d^3
envelope xi = 4.0 d: P sum 1039.4, formula 1044.7 atoms
relative Hessian error against differences: 2.7e-09
main network: N = 1000, switches per atom 0.2
  rms bond spread 0.0534 d, rms angle spread 15.44 degrees
  (111) Bragg intensity relative to crystal: 0.2711
strong network: N = 512, switches per atom 0.4
  rms bond spread 0.0877 d, rms angle spread 20.89 degrees
  (111) Bragg intensity relative to crystal: 0.0849
samples per size: {216: 6, 512: 2, 1000: 1}
rank from top (%) | P at N = 216, 512, 1000 (atoms) | tau
  0-  1 |     7.2     5.6     8.1 |  0.057
  1-  2 |    13.5    18.3    25.0 |  0.399
  2-  3 |    18.3    33.8    42.4 |  0.557
  3-  4 |    29.4    47.7    81.6 |  0.662
  4-  5 |    37.4    65.9   113.2 |  0.719
  5-  6 |    42.6    80.9   151.0 |  0.822
  6-  7 |    48.1   101.3   173.5 |  0.839
  7-  8 |    53.2   102.1   202.4 |  0.867
  8-  9 |    54.8   100.5   224.7 |  0.911
  9- 10 |    59.8   131.0   260.3 |  0.957
 10- 11 |    65.9   141.8   272.5 |  0.924
 11- 12 |    66.3   135.6   265.8 |  0.903
 12- 25 |    80.8   178.5   338.4 |  0.934
 25- 50 |   101.1   234.3   444.7 |  0.967
 50- 75 |   118.7   275.3   527.1 |  0.973
 75- 95 |   119.7   274.3   531.5 |  0.972
 95-100 |   120.4   275.9   508.4 |  0.941
share of modes with tau < 0.333: 1 %
share of modes with tau < 0.500: 2 %
share of modes with tau < 0.667: 4 %
mean tau, ranks 25-95 %: 0.971; smallest 0.907
participation ratio, ranks 25-95 %, N = 1000: 0.497
frequency at the tau = 1/2 share, N = 1000: 3.798 sqrt(alpha/m)
highest frequency, N = 1000: 4.354 sqrt(alpha/m)
xi of top 1 % from P: 0.791 d; box edge, N = 1000: 11.547 d
spacing ratio, ranks 25-95 %: 0.5347
  random-matrix surmise 0.5359, uncorrelated levels 0.3863
boundary shift / spacing, N = 512: top 1 % 0.00125, ranks 25-95 % 0.6696
strong disorder: mean tau, ranks 25-95 %: 0.961
strong disorder: top 5 % tau 0.487, next 5 % 0.768
strong disorder: share of 5 % bins with tau < 1/2: 5 %
```
